Two-electron screening of 2p spin-orbit splittings: mean field against Boettger factors

Q. My L-edge calculations use self-consistent orbitals and a spin-orbit operator with the full nuclear charge. The orbitals already feel the other electrons. Why should the L₂–L₃ splitting still come out too large?

A. The other electrons enter twice, and the orbitals carry one of the two effects. Take Hartree atomic units, a point nucleus and a closed-shell atom. An electron in a local potential V has large and small components φ and χ, with the rest energy removed from ε:

Vφ + c σ·p χ = εφ,  c σ·p φ + (V − 2c²)χ = εχ.

The second equation gives χ = (2c² + ε − V)⁻¹ c σ·p φ. Expanding in 1/c², inserting in the first and using (σ·p)² = p²:

[p²/2 + V + (1/4c²) σ·p (V − ε) σ·p] φ = εφ.

For a central field write ψ = (PΩ_κ, iQΩ̃_κ)/r with Ω̃ = −σ·r̂ Ω, κ = −l−1 for j = l+½ and κ = l for j = l−½. Then ⟨l·s⟩ = −(κ+1)/2 for both, and χ = σ·pφ/2c becomes Q = D_κP/2c with D_κ = d/dr + κ/r. With the nonrelativistic P, the order c⁻² energy is ∫(V − ε)Q² dr. The ε part is −ε⟨p²⟩/4c², the same for both j. For the V part,

∫V(D_κP)² dr = ∫V[P′² + κ(P²)′/r + κ²P²/r²] dr.

Integrate the middle term by parts; the boundary term vanishes for l ≥ 1 because P² ∝ r^(2l+2):

κ∫(V/r)(P²)′ dr = −κ∫(V′/r)P² dr + κ∫(V/r²)P² dr.

The last piece joins κ² to make κ(κ+1) = l(l+1), which is independent of j. In the other piece −κ = 1 + 2⟨l·s⟩, so the j-dependent energy is ζ⟨l·s⟩ with

ζ = ⟨V′/r⟩/2c²,  Δ = ε(l+½) − ε(l−½) = (l+½)ζ.

The operator measures the field V′ in which the electron moves. A bare operator puts V = −Z/r, giving ζ_nuc = Z⟨r⁻³⟩/2c². Self-consistent orbitals correct ⟨r⁻³⟩ and leave the factor Z untouched. I measure what is missing by a screening charge q:

ζ = ζ_nuc(1 − q/Z).

The bare value then exceeds the screened one by q/(Z − q), relative to the screened one.

Q. If I use the field of nucleus plus electron cloud, what is q, and is its sign certain?

A. For the Hartree part it is. A spherical cloud with N(r) electrons inside radius r has, by Gauss's law, V_H′ = −N(r)/r², so V′/r = (Z − N(r))/r³ and

q_dir = ⟨N(r) r⁻³⟩/⟨r⁻³⟩ > 0.

It is the enclosed charge averaged with the weight P²/r³. For a hydrogenic 2p orbital, with x = Zr, P² ∝ x⁴e^(−x)/24, ⟨r⁻³⟩ = Z³/24, and the normalized weight is x e^(−x). It peaks at x = 1, where the 1s radial density 4x²e^(−2x) also peaks, so the operator samples the region of the K shell. Exchanging the order of integration, a shell with radial density ρ contributes ∫ρ(x)T(x)dx, where T(x) = ∫ₓ^∞ y e^(−y)dy = (1 + x)e^(−x) is the part of the weight outside x. With ∫xⁿe^(−ax)dx = n!/a^(n+1):

1s²: 8∫x²(1+x)e^(−3x)dx = 8(2/27 + 6/81) = 32/27.

2s²: ρ = x²(2−x)²e^(−x)/4 and (2−x)²(1+x) = 4 − 3x² + x³, so (1/4)(4·2/8 − 3·24/32 + 120/64) = 5/32.

2p⁶: ρ = 6x⁴e^(−x)/24, so (1/4)(24/32 + 120/64) = 21/32.

Z has dropped out. The two 1s electrons screen by 1.185 and the ten-electron sum is 1.998. The 2p⁶ term still contains the electron's own charge, which exchange has to remove.

Q. So q is about 2, which is the number I know from Boettger's scaling?

A. Boettger's scaling multiplies a one-electron spin-orbit matrix element between functions of angular momenta l, l′ on nuclei Z, Z′ by 1 − √(Q_l Q_l′/ZZ′), with Q_l = Σ 2n² over n ≤ l. In a spherical atom the operator connects equal l, so the factor is 1 − Q_l/Z with Q_p = 2 and Q_d = 10. The picture is that shells with n ≤ l lie inside the orbital and screen fully while the others do not screen. In the hydrogenic model neither half holds for 2p: the K shell gives 1.185 and the L shell gives the remaining 0.812. The sum lands near 2, but it is the direct term alone, and the electron–electron interaction has more spin-orbit content.

Q. Where does the rest come from?

A. From the two-electron terms of the Dirac–Coulomb–Gaunt (DCG) Hamiltonian, (1 − α₁·α₂)/r₁₂, at order c⁻². We may set χ = σ·pφ/2c throughout: the energy is stationary in χ, its curvature is −2c², and the neglected part of χ is of order c⁻³, so the error is of order c⁻⁴.

Coulomb term. The small-component part of the pair density ψ_a†ψ_b follows from σ_iσ_j = δ_ij + iε_ijk σ_k and p = −i∇:

χ_a†χ_b = (1/4c²)[∇φ_a†·∇φ_b + iε_ijk ∂_iφ_a† σ_k ∂_jφ_b].

Integrate the spin part against a potential U and move ∂_i off φ_a†. The term ε_ijk ∂_i∂_jφ_b vanishes, leaving −(i/4c²)ε_ijk(∂_iU)φ_a†σ_k∂_jφ_b, which is the operator (1/2c²) s·(∇U × p) with σ = 2s. For U = 1/r₁₂ define

g(1;2) = (1/2c²) E × p₁,  E = ∇₁(1/r₁₂) = −r₁₂/r₁₂³.

This is the spin-same-orbit (SSO) term g(1;2)·s₁.

Gaunt term. The pair current is ψ_a†αψ_b = φ_a†σχ_b + χ_a†σφ_b. The same identity gives

φ_a†σ_iσ_jp_jφ_b = φ_a†p_iφ_b + ε_ijk φ_a†σ_k∂_jφ_b,

(p_jφ_a)†σ_jσ_iφ_b = (p_iφ_a)†φ_b + ε_ijk(∂_jφ_a†)σ_kφ_b,

the second using (p_jφ)† = i∂_jφ† and ε_jik = −ε_ijk. So the current is (J + ∇×m)/2c, with orbital part J = φ_a†pφ_b + (pφ_a)†φ_b and m = φ_a†σφ_b. The cross term between J on electron 1 and ∇×m on electron 2 is −(1/4c²)∬J(1)·(∇₂×m(2))/r₁₂. Since ∫A·(∇×m) = ∫m·(∇×A), and ∇₂×(J(1)/r₁₂) = ∇₂(1/r₁₂)×J = −E×J, it equals

+(1/4c²)∬ m(2)·[E × J(1)].

In the second half of J move p off φ_a; the extra term is a curl of E and vanishes, so J acts as 2φ_a†pφ_b. The operator is (2/4c²)(E×p₁)·σ₂ = 2g(1;2)·s₂, the spin-other-orbit (SOO) term. The pair operator is

G₁₂ = g(1;2)·(s₁ + 2s₂) + g(2;1)·(s₂ + 2s₁).

The J·J term has no spin. The (∇×m)·(∇×m) term, integrated by parts twice, is m_i(1)T_ij m_j(2) with T_ij = (δ_ij∇² − ∂_i∂_j)(1/r₁₂) up to a constant, symmetric in i and j. Over a closed shell its direct part vanishes because the spin density does, and in its exchange part the sum over the intermediate spin gives σ_iσ_jT_ij = T_ii, which is free of spin. The gauge term that completes Gaunt to Breit couples divergences of currents, and ∇·(∇×m) = 0. None of the three splits j at order c⁻² in a closed shell.

Q. How does a two-electron operator become something I can add to a one-electron Hamiltonian?

A. By the Fock construction: average over the occupied orbitals b. Write (pq|g|rs) = ∬p*(1)g(1;2)q(1) r*(2)s(2) for real spatial orbitals, and let D = 2Σ_b c_b c_bᵀ be the total density matrix.

Direct part, electron 2 in b on both sides. The term g(1;2)·s₁ gives Σ D_rs(pq|g|rs)·s. The term with 2s₂ sums the spin of closed shells to zero. The terms g(2;1) need (bb|g|pq), the diagonal element of an imaginary Hermitian operator in a real orbital, which is zero. There is therefore no direct SOO term.

Exchange part, −⟨p(1)b(2)|G₁₂|b(1)q(2)⟩. From g(1;2) the spatial factor is (pb|g|bq), and the spin factor, summed over σ_b, is

Σ ⟨σ_p|s|σ_b⟩⟨σ_b|σ_q⟩ + 2Σ ⟨σ_p|σ_b⟩⟨σ_b|s|σ_q⟩ = (1 + 2) s_pq.

The term g(2;1) gives (bq|g|pb) with the same factor. Each spatial b counts once whereas D counts it twice, so 3 becomes 3/2:

F_pq = h_pq + Σ D_rs[(pq|g|rs) − (3/2)(pr|g|sq) − (3/2)(sq|g|pr)],

to be contracted with s. Of the 3/2, ½ is SSO and 1 is SOO, so at order c⁻² Gaunt exchange is twice Coulomb exchange.

For atoms there is a second route: build the c⁻² DCG Fock matrix from radial functions with Q = D_κP/2c and angular factors for each κ, and take ζ = (F_(−l−1) − F_l)/(l+½). That route never uses the 3/2. It was tested against the formula above, evaluated with Cartesian derivative integrals in a small basis with filled s, p and d shells. The three pieces of q agree to the asserted 10⁻⁶; for the p probe both give 2.242249, 0.266224, 0.532447.

Q. Does exchange add to the screening or reduce it?

A. That depends on the shell. The exchange of a p electron with an s shell of radial function S can be done by hand. Expand 1/r₁₂ = Σ_k (r_<^k/r_>^(k+1)) Σ_q C^k_q(1)C^k_q*(2), C^k_q = √(4π/(2k+1))Y_kq. The s spinors are spin functions over √(4π), so for large components p couples to s through k = 1, and the angular factor is (1/3)Σ|⟨Ω_κ|Y_1q, σ_b⟩|² = 1/3, since Ω_κ lies wholly in l = 1. For small components the factor is the same, because (σ·r̂)² = 1 and σ·r̂ commutes with C. The radial pair density is PS + Q_pQ_s, and the part of the Coulomb exchange energy that contains small components at order c⁻² is

−(1/3)·2∬ PS(1)(r_</r_>²) Q_pQ_s(2),

with Q_p = (P′ + κP/r)/2c and Q_s = (S′ − S/r)/2c. The purely large-component exchange, its normalization corrections included, is the same for both κ. The part proportional to κ is −κI/6c², where

I = ∬ PS(1)(r_</r_>²)(P/r)(S′ − S/r)(2) dr₁dr₂.

With −κ = 1 + 2⟨l·s⟩ this is ζ_SSO = I/3c². Adding SOO triples it:

ζ_x = I/c²,  q_x = −Zζ_x/ζ_nuc = −2I/⟨r⁻³⟩.

For hydrogenic 1s, S = 2xe^(−x) has S′ − S/x = −S, so I is negative and exchange screens. With P = x²e^(−x/2)/(2√6), PS = x³e^(−bx)/√6 and (P/x)(S′ − S/x) = −x²e^(−bx)/√6, b = 3/2. Then I = −Z³A/6 and q_x = 2·24·A/6 = 8A, where A has two regions. For x₁ < x₂ the integrand is x₁⁴e^(−bx₁)e^(−bx₂), giving (1/b)∫x⁴e^(−3x)dx = (2/3)(24/243) = 16/243. For x₂ < x₁ it is x₁e^(−bx₁)x₂³e^(−bx₂), giving ∫x³(x/b + 1/b²)e^(−3x)dx = 16/243 + (4/9)(6/81) = 24/243. So A = 40/243 and

q_x(1s²) = 320/243 = 1.317,  q(1s²) = 32/27 + 320/243 = 608/243 = 2.502.

In this model the K shell screens the 2p operator by more than its two electrons, and exchange outweighs the direct term. No law is broken: exchange is nonlocal and two thirds of it is magnetic, so q is a way of quoting an energy and need not be bounded by an enclosed charge. The 2s orbital has a node, so the sign argument fails; numerically its exchange is −0.141. The 2p⁶ exchange, which contains the removal of self-interaction, is −0.328. The ten-electron totals are 1.998 direct, 0.848 exchange and q = 2.846. The four exact fractions 32/27, 5/32, 21/32 and 320/243 were tested against the radial route in a Gaussian basis to 10⁻³.

Q. Real orbitals are not hydrogenic. What happens in a real atom?

A. Take Ba, Z = 56, with nonrelativistic Hartree–Fock orbitals in an even-tempered 31s29p19d Gaussian basis. The 2p orbital has ⟨r⁻³⟩ = 5823.57 bohr⁻³ against the hydrogenic 7317.33. With c = 137.036 and 1 Eh = 27.2114 eV,

Δ_bare = (3/2)·56·5823.57/(2·137.036²) Eh = 354.42 eV.

The one-electron ion has 445.33 eV at this order, so orbital screening, a factor 5823.57/7317.33 = 0.796, is the larger effect and is already included. For operator screening, the 1s exchange is −2(−3799.15)/5823.57 = 1.305, split 0.435 + 0.870. By shell, as direct, SSO exchange, SOO exchange and sum:

1s: 1.215, 0.435, 0.870, 2.520
2s: 0.151, −0.042, −0.083, 0.026
2p: 0.626, −0.104, −0.209, 0.313
n ≥ 3: 0.203, −0.016, −0.033, 0.154

The totals are 2.195, 0.273 and 0.545, so q = 3.01 and

Δ_mf = 354.42(1 − 3.012/56) = 335.36 eV,  Δ_Boettger = 354.42·54/56 = 341.76 eV.

Relative to the mean field, the bare operator is 5.7 % too high and Boettger's value (q − 2)/(Z − q) = 1.9 % too high. The inner shells stay close to the hydrogenic values, and the 46 electrons with n ≥ 3 add 0.15. The Gauss formula, the p–s formula for 1s and 2s, and the ratio 2 of Gaunt to Coulomb exchange were each tested on these orbitals.

Q. Is the problem then worse for light or for heavy elements?

A. In the hydrogenic limit q does not depend on Z, and the one other atom computed behaves alike. The free Ar atom at the same level has q = 2.040 + 0.293 + 0.586 = 2.92. Its bare, Boettger and mean-field splittings are 2.433, 2.163 and 2.039 eV: an overestimate of 2.919/(18 − 2.919) = 19.4 %, of which Boettger leaves 6.1 %, both relative to the mean field. The relative error is larger in Ar, the absolute one in Ba: 0.39 eV against 19 eV. In the hydrogenic model Δ ∝ Z⁴ and the error Δ·q/Z ∝ Z³.

Q. Is the mean-field expectation value the splitting that a four-component Hartree–Fock calculation gives when relativity is weak?

A. Not yet, and the gap is larger than one might guess. Under a perturbation δh the first-order change of a Hartree–Fock orbital energy is δε_a = ⟨a|δh|a⟩ + ⟨a|δG|a⟩, where δG is the change of the ordinary Coulomb and exchange operator caused by the change of the occupied orbitals. The spin-orbit term changes each radial function by δP_κ = ⟨l·s⟩_κ u, with u common to both j at first order. The spherical density changes by 2Pu Σ(2j+1)⟨l·s⟩, which for a p shell is 2Pu[4·½ + 2·(−1)] = 0, so the Coulomb operator is unchanged. Exchange does change. Its k = 0 angular factor is 1 between subshells of equal κ and 0 otherwise, by orthonormality of the Ω, so it contributes

−2⟨l·s⟩_κ Σ_b ∬ P_a u_b(1)(1/r_>)P_aP_b(2),

of order c⁻² and proportional to ⟨l·s⟩. For b = a this is minus half the change of the self-repulsion integral F⁰. The j = ½ orbital is attracted inward, F⁰ rises, its energy drops, and the splitting widens. It is not the whole response: the terms with b ≠ a, the k = 2 exchange among the p shells and the k = 1 and 3 exchange with the d shells, whose orbitals also change, contribute too. Their shares were not separated here.

The total response was computed by adding the mean-field operator with both signs to self-consistent two-component calculations and taking half the difference, which removes even orders. As a charge it is −0.93 for Ba 2p, raising 335.36 to 341.27 eV, and it grows to −11.1 for 5p. The test is a self-consistent DCG calculation with c multiplied by 20 and the splitting multiplied by 400. It gives 341.35 eV, a relative deviation of 2.4×10⁻⁴, inside the asserted 2(Z/20c)² with (Z/20c)² = 4.2×10⁻⁴; 3p and 3d pass as well. Without the response the deviation would be 341.35/335.36 − 1 = 1.8 %.

The frozen Boettger value 341.76 eV lies within 0.5 eV of 341.27 eV. That compares a number without response to one with it. The response is linear in the operator, so a self-consistent bare or Boettger calculation has its own, and if the screened operator were a uniform multiple of the bare one the response would cancel from the ratio of splittings. A fair comparison treats both sides self-consistently.

Q. With Z/c = 0.41, can order c⁻² be trusted for Ba?

A. Not for the splitting itself. For the one-electron ion the Dirac formula gives 497.66 eV (497.65 in the basis) against 445.33 eV, 12 % more. So we pass to the one-electron exact two-component Hamiltonian, X2C-1e. In orthonormal large and small bases, diagonalize the bare-nucleus Dirac matrix for each κ and collect the electronic solutions C = (C_L, C_S), C_S = XC_L. Normalization reads C_L†(1 + X†X)C_L = 1, so W = (1 + X†X)^(½)C_L is unitary. The same relation gives 1 + X†X = (C_LC_L†)⁻¹, hence W = (C_LC_L†)^(−½)C_L. Then h = WεW† has the Dirac eigenvalues, and U = CW† maps two-component vectors to four-component ones. Used with the plain 1/r₁₂, h has the bare-nucleus spin-orbit coupling without expansion in Z/c, and no two-electron spin-orbit term.

For any matrix M_κ, the average [(l+1)M_(−l−1) + l M_l]/(2l+1) removes ⟨l·s⟩, whose degeneracy-weighted sum is zero, and defines the spin-free part. Boettger's factor is applied to the remainder, either of the small-component potential matrix before decoupling (in pVp) or of h afterwards. The mean-field correction is

δ_κ = U†G^DCG U − G^2c,

where G^DCG is the two-electron Fock matrix of the converged DCG atom and G^2c the plain Coulomb one built from the orbitals U†C. One adds to h either δ minus its average (spin-orbit part) or all of δ. The self-consistent 2p splittings, with their excess relative to DCG, are:

X2C-1e bare: 400.37 eV, +22.14 eV, +5.85 %
Boettger in pVp: 385.54 eV, +7.31 eV, +1.93 %
Boettger on h: 385.12 eV, +6.90 eV, +1.82 %
Dirac–Coulomb HF: 383.09 eV, +4.86 eV, +1.28 %
mean field, spin-orbit part: 380.41 eV, +2.18 eV, +0.58 %
mean field, all of δ: 378.32 eV, +0.09 eV, +0.02 %
DCG HF: 378.23 eV (13.90 Eh)

The ordering bare > Boettger > DCG is tested for both variants, as are bare > DC > DCG and the removal of more than 75 % and 95 % of the bare error by the two mean fields.

Q. What do I read from that list?

A. Define an apparent charge Z(1 − Δ/Δ_X2C-1e). For DCG it is 56(1 − 378.23/400.37) = 3.10, near the frozen c⁻² value 3.01, although the splitting has moved from 335 to 378 eV. The fractional screening survives the passage to full relativity and self-consistency in this atom.

Boettger's factor removes (22.14 − 7.31)/22.14 = 67 % of the bare error, in line with 2 out of 3. Its apparent charge is 2.07 or 2.13, not 2, so the splitting is not strictly linear in the scaled operator and the point of application matters by 0.4 eV. Against Dirac–Coulomb, whose apparent charge is 2.42 (at order c⁻², 2.195 + 0.273 = 2.47), the pVp variant is 2.5 eV high. A screening charge therefore belongs to a Hamiltonian, and the Gaunt term, 4.86 eV here, makes up two thirds of what this variant misses relative to DCG.

The spin-orbit mean field removes 90 % and leaves 2.18 eV. Switching on the j-averaged part of δ takes away 2.09 eV of that. A spin-free correction cannot split j at order c⁻², so this is a higher-order effect; that it acts by changing the radial functions on which the spin-orbit operator is evaluated is a conjecture. The final 0.09 eV is no independent prediction, since δ was built from the DCG solution; it measures the loss from decoupling with the bare-nucleus U.

Q. Boettger uses one number for every p shell and one for every d shell. Is that defensible?

A. In Ba, roughly. The frozen mean-field charges are 3.01, 3.22, 3.33, 3.44 for 2p to 5p and 11.53, 12.17 for 3d and 4d; the apparent DCG charges are 3.10, 3.21, 3.35, 3.32 and 11.70, 12.15. They vary by about 0.4 or less among the p shells and by about 8 to 9 between p and d. A plausible reason, not tested separately, is that P²/r³ weights the innermost lobe, whose shape near the nucleus, P ∝ r^(l+1), is set by l. The direct terms, 2.20 to 2.58 and 9.88 to 10.41, track Q_p = 2 and Q_d = 10, and exchange adds 0.82 to 0.86 for p and 1.65 to 1.75 for d. For 3d the bare X2C-1e splitting is 19.64 eV against 15.54 eV from DCG, 26 % high; Boettger in pVp gives 16.13 eV, 3.8 % high, and the spin-orbit mean field 15.59 eV. All six shells are listed in the numerical output below.

Q. May I compare 378.2 eV with my spectrum, and when does the scheme fail?

A. It is a difference of Hartree–Fock orbital energies. It leaves out relaxation around the core hole, correlation, the gauge and frequency-dependent parts of the Breit interaction, QED terms and nuclear size. None of these was computed, so the decimals above rank approximations to one model Hamiltonian and do not predict a line position.

The derivation has conditions. The vanishing of the direct SOO and spin-spin terms, and the factor 3/2, used paired spins and real orbitals. With open shells the mean field is built from a spin-averaged density, and the two-electron spin-orbit coupling among open-shell electrons, including a 2p hole and a partly filled valence shell, lies outside it. The reduction to one number q used spherical symmetry and one centre. In a compound the Ba breakdown suggests that q for 2p carries over, since the shells with n ≤ 2 supply 2.86 of 3.01, but no molecule or solid was computed, and the two-centre form of Boettger's factor was not examined. The positivity proof covers q_dir at order c⁻²; that the total q exceeds 2 for 2p is a computed result for the hydrogenic model, Ar and Ba.

Table of computed values

```
check l=1: q radial 2.242249 0.266224 0.532447 | pyscf 2.242249 0.266224 0.532447 e
check l=2: q radial 13.355924 0.458441 0.916882 | pyscf 13.355924 0.458441 0.916882 e
c = 137.035999 a.u., 1 Eh = 27.211386 eV, Z = 56, Z/c = 0.4087, Boettger Q_p = 2, Q_d = 10 e
hydrogenic 2p, shell 1s2: direct 32/27 = 1.1852 (basis 1.1852), exchange 1.3169 e
hydrogenic 2p, shell 2s2: direct 5/32 = 0.1562 (basis 0.1562), exchange -0.1406 e
hydrogenic 2p, shell 2p6: direct 21/32 = 0.6562 (basis 0.6562), exchange -0.3281 e
hydrogenic: 1s exchange 320/243 = 1.3169, 1s total 608/243 = 2.5021 e
hydrogenic ten-electron sum: direct 1.9977, exchange 0.8481, q 2.8458 e
bare ion 2p splitting: basis 497.65, Dirac formula 497.66, order c^-2 445.33 eV
Ba NR-HF: eps(2p) = -195.0561 Eh, <r^-3>_2p = 5823.57 bohr^-3 (hydrogenic 7317.33)
Ba 2p from 1s (I = -3799.15 a.u.): direct 1.2150, SSO exch 0.4349, SOO exch 0.8698, sum 2.5197 e
Ba 2p from 2s (I = 363.75 a.u.): direct 0.1505, SSO exch -0.0416, SOO exch -0.0833, sum 0.0256 e
Ba 2p from 2p: direct 0.6258, SSO exch -0.1043, SOO exch -0.2086, sum 0.3129 e
Ba 2p from n>=3: direct 0.2034, SSO exch -0.0164, SOO exch -0.0329, sum 0.1540 e
Ba 2p: q dir 2.195, SSO x 0.273, SOO x 0.545, mean field 3.012, response -0.934 e
Ba 3p: q dir 2.373, SSO x 0.283, SOO x 0.567, mean field 3.223, response -1.776 e
Ba 4p: q dir 2.465, SSO x 0.287, SOO x 0.575, mean field 3.327, response -4.252 e
Ba 5p: q dir 2.581, SSO x 0.287, SOO x 0.575, mean field 3.444, response -11.129 e
Ba 3d: q dir 9.884, SSO x 0.549, SOO x 1.098, mean field 11.531, response -1.687 e
Ba 4d: q dir 10.410, SSO x 0.585, SOO x 1.169, mean field 12.165, response -5.295 e
Ba 2p order c^-2: bare 354.42, Boettger 341.76, mean field 335.36 eV
Ba 2p order c^-2: mean field + response 341.270, DCG at 20c times 400: 341.352 eV
rel. deviation 2p, 3p, 3d: 2.4e-04 2.6e-04 2.9e-06; (Z/20c)^2 = 4.2e-04
Ba 2p overestimate q/(Z-q) = 5.68 %, left by Boettger 1.91 %
Ar 2p: q dir 2.040, SSO x 0.293, SOO x 0.586, mean field 2.919 e
Ar 2p: bare 2.433, Boettger 2.163, mean field 2.039 eV
Ar 2p overestimate 19.4 %, left by Boettger 6.1 %
Ba splittings in eV: 2p 3p 4p 5p 3d 4d
  X2C-1e bare     400.371 79.533 16.749 2.393 19.639 3.416
  Boettger in pVp 385.543 76.636 16.121 2.308 16.128 2.806
  Boettger on h   385.124 76.552 16.103 2.306 16.122 2.805
  mean field SO   380.410 75.372 15.832 2.264 15.587 2.682
  mean field all  378.316 74.984 15.750 2.252 15.542 2.676
  DC-HF           383.087 75.903 15.944 2.279 15.945 2.747
  DCG-HF          378.229 74.969 15.747 2.252 15.536 2.675
apparent q = Z(1 - splitting/X2C-1e) in e, same order
  Boettger in pVp 2.07 2.04 2.10 1.99 10.01 10.00
  Boettger on h   2.13 2.10 2.16 2.05 10.03 10.02
  mean field SO   2.79 2.93 3.07 3.04 11.56 12.04
  mean field all  3.08 3.20 3.34 3.31 11.68 12.14
  DC-HF           2.42 2.56 2.69 2.67 10.53 10.97
  DCG-HF          3.10 3.21 3.35 3.32 11.70 12.15
2p minus DCG-HF, X2C-1e bare: +22.14 eV (+5.85 %)
2p minus DCG-HF, Boettger in pVp: +7.31 eV (+1.93 %)
2p minus DCG-HF, Boettger on h: +6.90 eV (+1.82 %)
2p minus DCG-HF, mean field SO: +2.18 eV (+0.58 %)
2p minus DCG-HF, mean field all: +0.09 eV (+0.02 %)
2p minus DCG-HF, DC-HF: +4.86 eV (+1.28 %)
DCG-HF eps(2p1/2) = -208.4709, eps(2p3/2) = -194.5712, splitting 13.8997 Eh
```
